# Two Trivalent Acceptors per Doubly Charged Oxygen Vacancy in Hafnia: a numerical check

```python
"""Result under test: in hafnia, V = A/2, where A is the density of trivalent
acceptors on Hf sites and V the total density of oxygen vacancies, provided
acceptors carry -1, vacancies +2, and other charges are negligible.
x: acceptor fraction of cations; F: Fermi energy above the valence-band top;
mu: oxygen chemical potential relative to half an O2 molecule at 0 K.
Energies in eV, defect densities in cm^-3, film lengths in m.
Material parameters are rough typical values or round model inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

kb = const.k / const.e
lattice_nm = 0.51
x = 0.05
T = 1000.0
T_use = 358.0
gap = 5.8
E_neutral = 6.4          # neutral vacancy formation energy at mu = 0
level_1_0 = 3.8          # vacancy (+/0) level
level_2_1 = 3.4          # vacancy (2+/+) level
level_acc = 0.5          # acceptor (0/-) level
E_frenkel = 6.0          # charged vacancy plus charged interstitial
eps_r = 20.0
break_MV_cm = 5.0
film_nm = 10.0
N_cat = 4 / (lattice_nm * 1e-7)**3
N_oxy = 2 * N_cat
A = x * N_cat
E_double = E_neutral - level_1_0 - level_2_1


# Electron counting in a periodic fluorite supercell.
def supercell():
    """Tight-binding matrix: cation s orbitals first, then oxygen p orbitals."""
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    cells = np.array(list(np.ndindex(2, 2, 2)))
    cations = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
    oxygens = np.array(list(np.ndindex(4, 4, 4))) * 0.5 + 0.25
    nc, no = len(cations), len(oxygens)
    H = np.zeros((nc + 3 * no, nc + 3 * no))
    H[np.arange(nc), np.arange(nc)] = 7.0
    for j in range(no):
        pj = slice(nc + 3 * j, nc + 3 * j + 3)
        for i in range(nc):
            d = oxygens[j] - cations[i]
            d -= 2 * np.round(d / 2)
            r = np.linalg.norm(d)
            if r < 0.45:
                H[i, pj] = 1.2 * d / r
                H[pj, i] = H[i, pj]
        for i in range(no):
            d = oxygens[j] - oxygens[i]
            d -= 2 * np.round(d / 2)
            r = np.linalg.norm(d)
            if 0.1 < r < 0.55:
                u = d / r
                block = 0.4 * np.outer(u, u) - 0.1 * (np.eye(3) - np.outer(u, u))
                H[nc + 3 * i:nc + 3 * i + 3, pj] = block
    return H, nc, no


H0, n_cation, n_oxygen = supercell()
assert np.allclose(H0, H0.T)
rng = np.random.default_rng(4)
acceptor_sites = rng.choice(n_cation, 4, replace=False)
oxygen_order = rng.permutation(n_oxygen)
H0[acceptor_sites, acceptor_sites] = 6.5
filling_gaps = []
for m in range(5):
    removed = [n_cation + 3 * j + q for j in oxygen_order[:m] for q in range(3)]
    keep = np.setdiff1d(np.arange(len(H0)), removed)
    levels = np.linalg.eigvalsh(H0[np.ix_(keep, keep)])
    electrons = 4 * (n_cation - 4) + 3 * 4 + 4 * (n_oxygen - m)
    filled = electrons // 2
    filling_gaps.append(levels[filled] - levels[filled - 1])
best_m = int(np.argmax(filling_gaps))
assert best_m == 2
assert max(g for i, g in enumerate(filling_gaps) if i != 2) < filling_gaps[2] / 2


def oxygen_mu(temp, torr):
    """Ideal O2 gas: translation, rotation, vibration and spin triplet."""
    pressure = torr * const.torr
    mass = 31.998 * const.atomic_mass
    trans = (2 * np.pi * mass * const.k * temp / const.h**2)**1.5
    z = trans * const.k * temp / pressure
    z *= 3 * temp / (2 * 2.08) / (1 - np.exp(-2270 / temp))
    return -0.5 * kb * temp * np.log(z)


def densities(F, temp, mu, acceptors, frozen=None):
    kt = kb * temp
    w0 = np.exp(-(E_neutral + mu) / kt)
    w1 = 2 * np.exp(-(E_neutral + mu - level_1_0 + F) / kt)
    w2 = np.exp(-(E_double + mu + 2 * F) / kt)
    total = w0 + w1 + w2
    scale = N_oxy / (1 + total) if frozen is None else frozen / total
    band = 2 * (2 * np.pi * const.m_e * const.k * temp / const.h**2)**1.5 * 1e-6
    n = band * np.exp(-(gap - F) / kt)
    p = band * np.exp(-F / kt)
    ionized = acceptors / (1 + 4 * np.exp((level_acc - F) / kt))
    inter = 0.0
    if frozen is None:
        inter = N_cat * np.exp(-(E_frenkel - E_double - mu - 2 * F) / kt)
    return dict(V0=scale * w0, V1=scale * w1, V2=scale * w2, n=n, p=p,
                Am=ionized, A0=acceptors - ionized, I=inter)


def equilibrium(temp, mu, acceptors, frozen=None):
    def charge(F):
        c = densities(F, temp, mu, acceptors, frozen)
        return 2 * c["V2"] + c["V1"] + c["p"] - c["n"] - c["Am"] - 2 * c["I"]
    F = brentq(charge, 0, gap, xtol=1e-14, rtol=1e-14)
    c = densities(F, temp, mu, acceptors, frozen)
    c["F"] = F
    c["V"] = c["V0"] + c["V1"] + c["V2"]
    return c


mu_ox = oxygen_mu(T, 760)
mu_low = oxygen_mu(T, 1e-6)
mu_red = -5.8
ox = equilibrium(T, mu_ox, A)
low = equilibrium(T, mu_low, A)
red = equilibrium(T, mu_red, A)
undoped = equilibrium(T, mu_ox, 0.0)
dilute = equilibrium(T, mu_ox, A / 10)
for result, amount in ((ox, A), (low, A), (dilute, A / 10)):
    assert abs(result["V"] / amount - 0.5) < 0.005
assert undoped["V"] < 1e-3 * ox["V"]
assert red["V"] / A > 0.6
for c in (ox, low, red):
    extra = c["n"] - c["p"] + 2 * c["I"] + c["V1"] + 2 * c["V0"] - c["A0"]
    assert abs(c["V"] / A - 0.5 - extra / (2 * A)) < 1e-8
site_fraction = x / 4
F_formula = -0.5 * (E_double + mu_ox
                    + kb * T * np.log(site_fraction / (1 - site_fraction)))
assert abs(F_formula - ox["F"]) < 0.001
pressure_slope = np.log(ox["p"] / low["p"]) / np.log(760 / 1e-6)
assert abs(pressure_slope - 0.25) < 0.002
cold = equilibrium(T_use, mu_ox, A, frozen=ox["V"])
assert cold["V2"] / cold["V"] > 0.999

# Association: four cations and six cation pairs surround each vacancy.
bind_pair, bind_triple = 0.4, 0.7
k_pair = 4 * np.exp(bind_pair / (kb * T))
k_triple = 6 * np.exp(bind_triple / (kb * T))


def associated(a):
    v = a / (2 + k_pair * a)
    return v, k_pair * a * v, k_triple * a * a * v


def acceptor_error(a):
    v, pair, triple = associated(a)
    return a + pair + 2 * triple - x


free_a = brentq(acceptor_error, 0, x, xtol=1e-15)
free_v, pairs, triples = associated(free_a)
bound_ratio = (free_v + pairs + triples) / x
assert abs(bound_ratio - 0.5) < 1e-9
assert free_v / x < 0.25

# Film: surface vacancy density is fixed; neutrality must emerge inside.
surface_V = 1e20
eps = eps_r * const.epsilon_0
VT = kb * T
debye = np.sqrt(eps * VT / (2 * const.e * A * 1e6))
half = film_nm * 0.5e-9
steps = 4000
h = half / steps
r_surface = 2 * surface_V / A
u = np.full(steps, 15.0)     # minus twice potential over thermal voltage
for iteration in range(100):
    left = np.r_[0.0, u[:-1]]
    right = np.r_[u[1:], u[-2]]
    source = (h / debye)**2 * r_surface * np.exp(u)
    residual = 2 * u - left - right + source - (h / debye)**2
    bands = np.zeros((3, steps))
    bands[0, 1:] = -1
    bands[1] = 2 + source
    bands[2, :-1] = -1
    bands[2, -2] = -2
    change = solve_banded((1, 1), bands, -residual)
    u += change
    if np.max(abs(change)) < 1e-9:
        break
else:
    raise RuntimeError("film solution did not converge")
u_all = np.r_[0.0, u]
local_ratio = 0.5 * r_surface * np.exp(u_all)
assert abs(local_ratio[-1] - 0.5) < 1e-6
deficit = np.trapezoid(1 - 2 * local_ratio, dx=h) if hasattr(np, "trapezoid") \
    else np.trapz(1 - 2 * local_ratio, dx=h)
psi = np.log(A / (2 * surface_V))
deficit_formula = debye * np.sqrt(2 * (psi - 1 + np.exp(-psi)))
assert abs(deficit / deficit_formula - 1) < 1e-3
film_ratio = 0.5 * (1 - deficit / half)
slope = (-3 * u_all[0] + 4 * u_all[1] - u_all[2]) / (2 * h)
surface_field = 0.5 * VT * slope * 1e-8
gauss_field = const.e * A * 1e6 * deficit / eps * 1e-8
assert abs(surface_field / gauss_field - 1) < 1e-3
assert surface_field < break_MV_cm
imbalance_limit = 2 * eps * break_MV_cm * 1e8 / (
    const.e * A * 1e6 * film_nm * 1e-9)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Lattice constant (rough)", lattice_nm, "nm")
show("Indium fraction of cations x", x)
show("Anneal temperature", T, "K")
show("Cation density", N_cat, "cm^-3")
show("Indium density A", A, "cm^-3")
show("Ideal vacancy density A/2", A / 2, "cm^-3")
show("Oxygen atoms per cation", 2 - x / 2)
show("Vacant oxygen-site fraction", site_fraction)
print("Supercell: cations, oxygen sites, acceptors:", n_cation, n_oxygen, 4)
print("Gap at neutral filling, 0 to 4 vacancies (eV):",
      " ".join(f"{g:.3f}" for g in filling_gaps))
print("Vacancy number with an open gap:", best_m)
print(f"Model gap, neutral vacancy energy: {gap}, {E_neutral} eV")
print(f"Vacancy levels (+/0), (2+/+): {level_1_0}, {level_2_1} eV")
print(f"Acceptor level, anti-Frenkel energy: {level_acc}, {E_frenkel} eV")
show("Double vacancy energy E2 at F=0, mu=0", E_double, "eV")
show("mu at 760 Torr O2", mu_ox, "eV")
show("Fermi energy, full balance", ox["F"], "eV")
show("Fermi energy, formula", F_formula, "eV")
show("Total vacancy density, full balance", ox["V"], "cm^-3")
show("V/A at 760 Torr", ox["V"] / A, digits=7)
show("Hole density", ox["p"], "cm^-3", 3)
show("Electron density", ox["n"], "cm^-3", 3)
show("Interstitial density", ox["I"], "cm^-3", 3)
show("Neutral acceptor fraction", ox["A0"] / A, digits=3)
show("Singly charged vacancy fraction", ox["V1"] / ox["V"], digits=3)
show("Neutral vacancy fraction", ox["V0"] / ox["V"], digits=3)
show("Undoped vacancy density at 760 Torr", undoped["V"], "cm^-3", 3)
show("V/A at one tenth the doping", dilute["V"] / (A / 10), digits=7)
show("mu at 1e-6 Torr O2", mu_low, "eV")
show("V/A at 1e-6 Torr", low["V"] / A, digits=7)
show("Hole-density pressure exponent", pressure_slope)
show("mu in strongly reducing case", mu_red, "eV")
show("Fermi energy in reducing case", red["F"], "eV")
show("V/A in reducing case", red["V"] / A)
print("Reducing-case vacancy fractions 0, +1, +2:",
      " ".join(f"{red[q] / red['V']:.4f}" for q in ("V0", "V1", "V2")))
show("Temperature of use", T_use, "K")
show("Frozen vacancies still +2 at use", cold["V2"] / cold["V"], digits=7)
print(f"Pair and triple binding energies: {bind_pair}, {bind_triple} eV")
show("Free vacancies per acceptor with binding", free_v / x)
show("Pairs per acceptor", pairs / x)
show("Triples per acceptor", triples / x)
show("Total vacancies per acceptor with binding", bound_ratio, digits=7)
show("Film thickness", film_nm, "nm")
show("Relative permittivity (rough)", eps_r)
show("Screening length", debye * 1e9, "nm")
show("Chosen surface vacancy density", surface_V, "cm^-3")
show("Depletion parameter psi", psi)
show("Surface-to-interior potential drop", VT * u[-1] / 2, "V")
show("Film-centre V/A", local_ratio[-1], digits=7)
show("Depletion length per side, integrated", deficit * 1e9, "nm")
show("Depletion length per side, formula", deficit_formula * 1e9, "nm")
show("Film-average V/A", film_ratio)
show("Surface field", surface_field, "MV/cm")
show("Breakdown field (rough)", break_MV_cm, "MV/cm")
show("Largest film charge imbalance / (eA)", imbalance_limit)
print("all good")
```

It prints:

```
Lattice constant (rough): 0.51 nm
Indium fraction of cations x: 0.05
Anneal temperature: 1000 K
Cation density: 3.0154e+22 cm^-3
Indium density A: 1.5077e+21 cm^-3
Ideal vacancy density A/2: 7.5386e+20 cm^-3
Oxygen atoms per cation: 1.975
Vacant oxygen-site fraction: 0.0125
Supercell: cations, oxygen sites, acceptors: 32 64 4
Gap at neutral filling, 0 to 4 vacancies (eV): 0.000 0.000 5.739 0.609 0.106
Vacancy number with an open gap: 2
Model gap, neutral vacancy energy: 5.8, 6.4 eV
Vacancy levels (+/0), (2+/+): 3.8, 3.4 eV
Acceptor level, anti-Frenkel energy: 0.5, 6.0 eV
Double vacancy energy E2 at F=0, mu=0: -0.8 eV
mu at 760 Torr O2: -1.0984 eV
Fermi energy, full balance: 1.1376 eV
Fermi energy, formula: 1.1375 eV
Total vacancy density, full balance: 7.5202e+20 cm^-3
V/A at 760 Torr: 0.4987789
Hole density: 2.82e+14 cm^-3
Electron density: 0.000486 cm^-3
Interstitial density: 1.38e-06 cm^-3
Neutral acceptor fraction: 0.00244
Singly charged vacancy fraction: 7.92e-12
Neutral vacancy fraction: 1.51e-25
Undoped vacancy density at 760 Torr: 2.25e+07 cm^-3
V/A at one tenth the doping: 0.4996148
mu at 1e-6 Torr O2: -1.9795 eV
V/A at 1e-6 Torr: 0.4999926
Hole-density pressure exponent: 0.24994
mu in strongly reducing case: -5.8 eV
Fermi energy in reducing case: 3.585 eV
V/A in reducing case: 0.98461
Reducing-case vacancy fractions 0, +1, +2: 0.0375 0.9094 0.0531
Temperature of use: 358 K
Frozen vacancies still +2 at use: 1
Pair and triple binding energies: 0.4, 0.7 eV
Free vacancies per acceptor with binding: 0.037324
Pairs per acceptor: 0.25614
Triples per acceptor: 0.20654
Total vacancies per acceptor with binding: 0.5
Film thickness: 10 nm
Relative permittivity (rough): 20
Screening length: 0.17772 nm
Chosen surface vacancy density: 1e+20 cm^-3
Depletion parameter psi: 2.02
Surface-to-interior potential drop: 0.087037 V
Film-centre V/A: 0.5
Depletion length per side, integrated: 0.26985 nm
Depletion length per side, formula: 0.26985 nm
Film-average V/A: 0.47302
Surface field: 3.681 MV/cm
Breakdown field (rough): 5 MV/cm
Largest film charge imbalance / (eA): 0.073308
all good
```
